# Linear oxide-field shift of the Si-H bond-breaking barrier from its dipoles

## The decision

Suppose the path by which hydrogen leaves a Si-H bond at the Si/SiO2 interface has been computed without a field, and the barrier is wanted at several oxide fields. Must the saddle point be searched again at each field? To first order it need not be. Two dipoles, one at the bonded minimum and one at the saddle, both at their zero-field geometries, give the slope of the barrier. These notes derive that rule, find the next term, and show what can spoil the rule.

## Conventions and the energy in a field

Let $\mathbf r$ stand for the nuclear coordinates and $V$ for the Born-Oppenheimer energy. The oxide field is $F\mathbf n$, with the unit vector $\mathbf n$ pointing from silicon into the oxide. Thus $F>0$ corresponds to a negative gate bias. The bond feels a local field

$$\mathbf F_{\rm loc}=LF\mathbf n .$$

The ratio $L$ accounts for the polarization of the surroundings by the oxide field. Their response to the bond's own dipole is not part of $L$: it belongs to $V$, and the dipoles below are those of the bond in its surroundings, not of an isolated bond. The ratio is assumed not to depend on $F$ or on the position of the hydrogen, and the field is assumed uniform over the bond.

A uniform field has the potential $-\mathbf F_{\rm loc}\cdot\mathbf R$ at position $\mathbf R$. Charges $Q_i$ at $\mathbf R_i$ therefore gain the energy

$$\sum_i Q_i(-\mathbf F_{\rm loc}\cdot\mathbf R_i)=-\mathbf F_{\rm loc}\cdot\boldsymbol\mu,\qquad \boldsymbol\mu=\sum_iQ_i\mathbf R_i .$$

The dipole $\boldsymbol\mu$ points from negative to positive charge and includes electrons and nuclei. The electronic Hamiltonian becomes $\hat H=\hat H_0-\mathbf F_{\rm loc}\cdot\hat{\boldsymbol\mu}$. For its normalized ground state $\psi$, with the nuclei fixed,

$$\frac{\partial V}{\partial\mathbf F_{\rm loc}}
=\Big\langle\psi\Big|\frac{\partial\hat H}{\partial\mathbf F_{\rm loc}}\Big|\psi\Big\rangle
+V\frac{\partial\langle\psi|\psi\rangle}{\partial\mathbf F_{\rm loc}}
=-\mathbf p .$$

The second term appears because $\hat H\psi=V\psi$, and it vanishes because the norm stays one. Here $\mathbf p=\langle\psi|\hat{\boldsymbol\mu}|\psi\rangle$. By the chain rule,

$$\left.\frac{\partial V}{\partial F}\right|_{\mathbf r}=-L\,\mathbf n\cdot\mathbf p. \tag{1}$$

If a calculation delivers the derivative with respect to the oxide field itself, its dipole already contains $L$, which must not be applied twice.

Moving the origin by $\mathbf a$ changes $\mathbf p$ to $\mathbf p-Q\mathbf a$, where $Q$ is the total charge. The difference between two geometries is unaffected if both have the same $Q$. If a carrier is captured on the way, $Q$ changes, and the potential energy of that carrier must be added.

## The linear law

Let $\mathbf r_m(F)$ be the bonded minimum and $\mathbf r_s(F)$ the saddle. Both are assumed to persist in the field, with no zero eigenvalue of the Hessian, so that they move smoothly. The activation energy is

$$E_a(F)=V(\mathbf r_s(F);F)-V(\mathbf r_m(F);F).$$

For either point, written $\mathbf r_*$,

$$\frac{d}{dF}V(\mathbf r_*(F);F)=\nabla V\cdot\frac{d\mathbf r_*}{dF}+\frac{\partial V}{\partial F}.$$

The first term is zero because the gradient vanishes at a stationary point. A saddle serves as well as a minimum here, since no sign of curvature has been used. With (1),

$$\frac{dE_a}{dF}=-L\,\mathbf n\cdot[\mathbf p_s(F)-\mathbf p_m(F)]. \tag{2}$$

This holds at any field for which the assumptions hold, provided the dipoles belong to that field and to the moved points. At $F=0$, with $\Delta\mathbf p=\mathbf p_s(0)-\mathbf p_m(0)$, it gives

$$E_a(F)=E_a(0)-LF\,\mathbf n\cdot\Delta\mathbf p+O(F^2). \tag{3}$$

If the dipole gains a component along the field on the way to the saddle, the barrier falls. Reversing the field reverses the linear term. If $\mathbf n\cdot\Delta\mathbf p=0$, for instance by symmetry, the quadratic term leads.

## The quadratic term

Define the gradient of the dipole component, the polarizability along the field and the Hessian:

$$\mathbf g=\nabla(\mathbf n\cdot\mathbf p),\qquad
\alpha=\mathbf n\cdot\frac{\partial\mathbf p}{\partial(LF)},\qquad
\mathsf H=\nabla\nabla V .$$

The stationary point obeys $\nabla V(\mathbf r_*(F);F)=0$. Differentiating this and using $\partial\nabla V/\partial F=\nabla(\partial V/\partial F)=-L\mathbf g$ gives

$$\mathsf H\frac{d\mathbf r_*}{dF}-L\mathbf g=0
\quad\Rightarrow\quad
\frac{d\mathbf r_*}{dF}=L\mathsf H^{-1}\mathbf g .$$

Now differentiate the total slope $-L\,\mathbf n\cdot\mathbf p$ along the moving point. The dipole changes through the geometry and directly through the field:

$$\frac{d^2V_*}{dF^2}=-L\left(\mathbf g\cdot\frac{d\mathbf r_*}{dF}+L\alpha\right)
=-L^2(\alpha+\mathbf g\cdot\mathsf H^{-1}\mathbf g).$$

Subtracting minimum from saddle,

$$E_a''(0)=-L^2\left\{[\alpha+\mathbf g\cdot\mathsf H^{-1}\mathbf g]_s-[\alpha+\mathbf g\cdot\mathsf H^{-1}\mathbf g]_m\right\}. \tag{4}$$

At the minimum $\mathsf H$ is positive, so relaxation lowers the energy. Along the barrier mode it does the opposite. With a displacement $u$ and curvature $-\kappa$, the energy is $-\tfrac12\kappa u^2-LFgu$. Its stationary point is $u=-LFg/\kappa$, and its value there is

$$-\frac{(LFg)^2}{2\kappa}+\frac{(LFg)^2}{\kappa}=+\frac{(LFg)^2}{2\kappa}.$$

The top of the tilted hill is higher than the tilted energy at the old top.

## A model bond

Hydrogen moves in a plane, with $x$ the bending direction and $z$ the bond axis, parallel to $\mathbf n$. A bonded state $A$ and a released state $B$ have the zero-field energies, in eV with lengths in nm,

$$A=\tfrac12(150x^2+1400z^2),$$
$$B=\tfrac12[150(x-0.38)^2+600(z+0.03)^2]+1.7 .$$

Their dipoles, in e nm, are $\boldsymbol\mu_A=-0.1\,\mathbf r$ and $\boldsymbol\mu_B=0.10\,\hat{\mathbf z}+0.3\,\mathbf r$. A coupling $W=1.2$ eV mixes the states. It is taken to be independent of the field, which means that the transition dipole between the two states is set to zero. With $S=(A+B)/2$, $D=(A-B)/2$ and $R=\sqrt{D^2+W^2}$, the lower eigenvalue is

$$V=S-R .$$

The weight of state $B$ follows from $w_B=\partial V/\partial B$. Since $\partial S/\partial B=\tfrac12$ and $\partial D/\partial B=-\tfrac12$,

$$w_B=\tfrac12(1+D/R),\qquad \mathbf p=(1-w_B)\boldsymbol\mu_A+w_B\boldsymbol\mu_B .$$

The saddle lies at $(0.2286,-0.0118)$ nm. There $A=4.017$ eV and $B=3.519$ eV, so $S=3.768$ eV, $D=0.249$ eV, $R=1.226$ eV and $V_s=2.542$ eV. At the minimum, $(0.0034,-0.0001)$ nm, mixing lowers the energy to $-0.112$ eV. The barrier is therefore $2.654$ eV.

At the saddle $w_B=0.602$, and the dipole along the field is

$$0.3984(0.00118)+0.6016(0.09646)=0.0585\ \text{e nm}.$$

At the minimum it is $0.0009$ e nm. Hence $\mathbf n\cdot\Delta\mathbf p=0.0576$ e nm, or 2.77 debye.

Take $L=1.5$. One MV/cm is 0.1 V/nm, so one e nm times one MV/cm is 100 meV. The slope is

$$-1.5\times0.0576\times100=-8.64\ \text{meV per MV/cm}.$$

As a test, both stationary points were located anew at fields of $\pm0.5$ MV/cm. The difference of the two barriers gave the same slope, $-8.641$ meV per MV/cm. The same comparison also held for fields at 30 and 90 degrees to the bond axis.

At 5 MV/cm the linear law gives $-43.21$ meV, while the relocated points give $-43.07$ meV.

## Why the curvature is small here

At the saddle $\alpha=1.776\times10^{-3}$ and $\mathbf g\cdot\mathsf H^{-1}\mathbf g=-2.232\times10^{-3}$, both in e nm²/V. The corresponding terms at the minimum sum to $0.021\times10^{-3}$. Equation (4) gives

$$E_a''=-2.25(1.776-2.232-0.021)\times10^{-3}
=1.07\times10^{-3}\ \text{e nm}^2/\text{V}.$$

The quadratic energy is $+0.13$ meV at 5 MV/cm and $+0.54$ meV at 10 MV/cm. The latter is 0.6 per cent of the linear term at that field.

The near cancellation can be understood in one dimension. Place the saddle at the crossing $D=0$, and let the states differ in dipole by a constant $\delta$, with $\boldsymbol\mu_A$ constant too. The local field changes $D$ to $D+LF\delta/2$. Near the crossing $V\simeq S-W-D^2/(2W)$, and therefore

$$\alpha=\frac{\delta^2}{4W},\qquad
g=\frac{\delta D'}{2W},\qquad
H=S''-\frac{D'^2}{W},$$

$$\frac{g^2}{H}=-\frac{\delta^2}{4W}\,\frac{1}{1-S''W/D'^2}.$$

If $S''=0$, the two responses cancel: the field moves the crossing sideways, and the height of the top changes only through the linear shift of $S$, which is $-LF$ times the mean of the two dipoles. A positive $S''$ that still leaves a barrier makes relaxation the larger term, and the barrier curves upward with field. Here $S''=150$ eV/nm² and $D'=150\times0.38/2=28.5$ eV/nm, so $S''W/D'^2=0.22$. With $\delta\simeq0.095$ e nm the estimates are $\alpha\simeq1.9\times10^{-3}$ and $g^2/H\simeq-2.4\times10^{-3}$ e nm²/V, close to the values of the two-dimensional model.

This has a practical consequence. Applying the field at frozen zero-field geometries keeps the correct linear term but omits relaxation. Its quadratic energy at 5 MV/cm is

$$-\tfrac12(2.25)(1.776-0.014)\times10^{-3}(0.5)^2\ \text{eV}=-0.50\ \text{meV},$$

which has the wrong sign. The error is harmless here, but frozen geometries should not be used to extract the curvature.

The saddle must also be well located. The one-dimensional estimate gives $g\simeq0.095\times28.5/2.4\simeq1.1$ e. An error of 0.001 nm along $x$ thus changes the dipole by about 0.001 e nm, or 2 per cent of $\Delta p$. The barrier height is stationary against this error; the saddle dipole is not.

## From barrier to rate

In classical transition-state theory the rate is the one-way flux through a line across the saddle, divided by the population of the well. The mean forward velocity, with backward motion counted as zero, is $\sqrt{k_BT/2\pi m}$, where $m$ is the hydrogen mass. Let $k_1,k_2$ be the force constants at the minimum and $k_s$ the stable one at the saddle. The Gaussian integrals are $\sqrt{2\pi k_BT/k_s}$ along the line and $2\pi k_BT/\sqrt{k_1k_2}$ over the well. Hence

$$k=\sqrt{\frac{k_BT}{2\pi m}}\,
\frac{\sqrt{2\pi k_BT/k_s}}{2\pi k_BT/\sqrt{k_1k_2}}\,e^{-E_a/k_BT}
=\frac{\omega_1\omega_2}{2\pi\omega_s}e^{-E_a/k_BT},$$

with $\omega_i=\sqrt{k_i/m}$. If the prefactor changes little with field,

$$\frac{k(F)}{k(0)}\simeq\exp\left(\frac{LF\,\mathbf n\cdot\Delta\mathbf p}{k_BT}\right). \tag{5}$$

At 400 K, $k_BT=34.47$ meV, and 5 MV/cm gives $\exp(43.21/34.47)=3.50$. Direct integration of the Boltzmann factor over the line and the well, without the harmonic approximation, gives 3.48.

Hydrogen is light, so quantum corrections deserve a size. Zero-point motion lowers the barrier by 66 meV, but the field changes this correction by just 0.3 meV. For tunnelling, take the standard transmission of an inverted parabola, $1/(1+e^{-2\pi E/\hbar\omega_b})$, with $E$ measured from its top. Its thermal average is

$$\int_{-\infty}^{\infty}\frac{dE}{k_BT}\frac{e^{-E/k_BT}}{1+e^{-2\pi E/\hbar\omega_b}}
=\frac{\theta}{\sin\theta},\qquad
\theta=\frac{\hbar\omega_b}{2k_BT}<\pi .$$

The substitution $t=e^{-2\pi E/\hbar\omega_b}$ turns it into $(\theta/\pi)\int_0^\infty t^{\theta/\pi-1}/(1+t)\,dt$, whose integral is $\pi/\sin\theta$. With $\hbar\omega_b=0.1518$ eV, $\theta=2.20$ and the factor is 2.729. It rises to just 2.735 at 5 MV/cm. At this $\theta$ the parabola is only a rough guide to the size: the model's barrier widens below its top, which along the reaction path lowers the factor by about a tenth while leaving its ratio between the two fields almost unchanged. With quantized harmonic modes and this tunnelling factor, the field acceleration is 3.46. Thus tunnelling changes the rate far more than it changes the field dependence. The parabolic formula diverges at $\theta=\pi$, here at 280 K, and cannot be used at or below that temperature.

## A vibrationally excited bond

For a vibrational level $\nu$ of the bonded well, let $B_\nu=V_s-\varepsilon_\nu$ be the energy still needed to reach the saddle. The Hellmann-Feynman step, now for the nuclear state, gives $d\varepsilon_\nu/dF=-L\mathbf n\cdot\langle\mathbf p\rangle_\nu$ at zero field, and so

$$\frac{dB_\nu}{dF}=-L\,\mathbf n\cdot(\mathbf p_s-\langle\mathbf p\rangle_\nu).$$

For the three lowest levels $B_\nu$ falls from 2.495 to 2.418 and 2.340 eV. The slopes are $-8.638$, $-8.634$ and $-8.629$ meV per MV/cm. Two bending quanta therefore reduce the remaining energy by 0.155 eV but leave the slope almost unchanged. Higher levels, which explore more of the path, need their own averages.

If carriers hold the vibrational population in a Boltzmann form at temperature $T_v$ up to the barrier, $T_v$ replaces $T$ in (5). At $T_v=1000$ K the acceleration at 5 MV/cm is $\exp(43.21/86.17)=1.65$, instead of 3.50 at 400 K. Heating raises the rate but weakens its relative response to the field. This comparison holds $T_v$ fixed; if the field also heats the carriers, that change must be treated separately.

The absolute rates show why excitation matters. At zero field and 400 K the classical rate of the model is $8.7\times10^{-21}$ s⁻¹, so a field factor of 3.5 still leaves thermal breaking negligible. The harmonic prefactor is about $2.4\times10^{13}$ s⁻¹. At $T_v=1000$ K the classical rate becomes $2.4\times10^{13}\exp(-2654/86.17)$, about one per second.

## Tilted bonds and more than one saddle

For a tilted field both components of $\Delta\mathbf p$ count. Here $\Delta p_x=0.0325$ e nm. A tilt of 10 degrees towards $+x$ or $-x$ gives

$$-150(0.0576\cos10^\circ\pm0.0325\sin10^\circ)=-9.36\ \text{or}\ -7.66\ \text{meV per MV/cm}.$$

Suppose a bond has a second, mirror-related saddle on the other side, with the same zero-field rate. The model above has only one exit, but its two slopes can serve as an illustration for the two exits of such a tilted bond. Their rates add, and the acceleration is $\tfrac12(e^{a_+}+e^{a_-})$. At 5 MV/cm and 400 K, $a_+=1.357$ and $a_-=1.112$, which gives 3.46. At larger fields the exit with the larger dipole gain takes a growing share, so the logarithm of the total rate bends upward even if each barrier is linear. A search for a single saddle would miss this.

## Beside a real interface

The model's bending and stretching quanta, 0.078 and 0.240 eV, and its barrier of 2.65 eV are in the rough range expected for Si-H. A field of 5 MV/cm is a strong stress, roughly half the breakdown field of a good thin oxide. The dipole difference is a consequence of chosen charges, not a known property of the interface; its size and sign must be computed for each defect and path. An error of 0.01 e nm in it moves the slope by 1.5 meV per MV/cm at $L=1.5$.

The assumption most open to doubt is the single local-field ratio. Without interface charge, continuity of the normal displacement makes the silicon-side field about $3.9/11.7=1/3$ of the oxide field. Taking $L=1/3$ gives a slope of $-1.9$ meV per MV/cm, while a trial value $L=2$ gives $-11.5$. At 5 MV/cm and 400 K the acceleration then ranges from 1.3 to 5.3. These are trial cases, not bounds. By comparison, an extra polarizability of 0.001 nm³ at the saddle, from electronic states outside the model, would shift the barrier by $-0.2$ meV at 5 MV/cm and $L=1.5$. This is small beside the linear term but larger than the model's quadratic term of $+0.13$ meV, so the upward curvature found above belongs to the two-state model and its sign cannot be carried over to a real bond.

For a bond like this one, effort is better spent on the dipole difference and the local field than on repeated saddle searches. New searches are needed if the charge state changes, another exit competes, or a stationary point is close to disappearing. If $\mathbf n\cdot\Delta\mathbf p$ is so small that the quadratic term matters, (4) supplies it from the zero-field polarizabilities, dipole gradients and Hessians. The remaining digits are in the numerical output.

## Computed results

```
bonded force constant, bending: 150 eV/nm^2
bonded force constant, stretching: 1400 eV/nm^2
released force constant, bending: 150 eV/nm^2
released force constant, stretching: 600 eV/nm^2
released well centre x: 0.38 nm
released well centre z: -0.03 nm
released well offset: 1.7 eV
electronic coupling W: 1.2 eV
H charge, bonded state: -0.1 e
H charge, released state: 0.3 e
released-state constant dipole z: 0.10 e nm
local-field ratio L: 1.5
oxide field: 5.0 MV/cm
temperature: 400 K
minimum (x, z): 0.0034, -0.0001 nm
saddle (x, z): 0.2286, -0.0118 nm
released minimum above bonded: 1.664 eV
bending, stretching quanta: 0.0777, 0.2403 eV
zero-field barrier: 2.6544 eV
dipole at minimum (x, z): -0.00032, 0.00089 e nm
dipole at saddle (x, z): 0.03215, 0.05850 e nm
dipole difference along n: 0.05761 e nm
dipole difference along n, converted: 2.767 debye
barrier slope from dipoles: -8.6411 meV per MV/cm
barrier slope from moved points: -8.6411 meV per MV/cm
linear barrier change at stress: -43.206 meV
full barrier change at stress: -43.071 meV
polarizability at saddle: 1.776e-03 e nm^2/V
relaxation response at saddle: -2.232e-03 e nm^2/V
polarizability at minimum: 1.361e-05 e nm^2/V
relaxation response at minimum: 7.454e-06 e nm^2/V
second derivative of barrier: 1.074e-03 e nm^2/V
quadratic term at stress: 0.134 meV
quadratic term at 10 MV/cm: 0.537 meV
extra polarizability of 0.001 nm^3, shift: -0.195 meV
slope if L = 1/3: -1.920 meV per MV/cm
slope if L = 2: -11.521 meV per MV/cm
slope for n tilted 10 deg to +x, -x: -9.356, -7.664 meV per MV/cm
thermal energy at stress: 34.47 meV
rate factor, linear law: 3.502
rate factor, classical quadrature: 3.477
rate factor, harmonic with quantum corrections: 3.464
classical zero-field rate, quadrature: 8.70e-21 1/s
classical zero-field rate, harmonic: 8.69e-21 1/s
zero-point change of barrier: -65.6 meV
field part of zero-point change: 0.312 meV
barrier-mode quantum: 0.1518 eV
tunnelling crossover temperature: 280 K
tunnelling factor, zero field and stress: 2.729, 2.735
vibrational temperature of heated bond: 1000 K
rate factor of heated bond, linear law: 1.651
rate factor of heated bond, harmonic: 1.643
level 0: energy to saddle 2.4954 eV, slope -8.6382 meV per MV/cm
level 1: energy to saddle 2.4178 eV, slope -8.6337 meV per MV/cm
level 2: energy to saddle 2.3402 eV, slope -8.6289 meV per MV/cm
```
